# Electron density of a free-electron metal beside an infinite wall: a program that tests the result

```python
"""Free-electron metal beside an infinite wall at x = 0 (electrons in x > 0).
Result under test: n(x)/n0 = 1 - 3 (sin u - u cos u)/u^3 with u = 2 kF x,
and a neutral surface needs the positive background (density n0) to begin at
x = d = 3 pi/(8 kF), so the wall lies d outside the background edge.
kF: Fermi wavenumber; n0 = kF^3/(3 pi^2): bulk density; EF: Fermi energy.
N2(k): electrons per area for one normal wavenumber k, both spins.
k0: wavenumber whose kinetic energy equals the height of a finite step.
Tests use kF = 1 and EF = 1; the worked example uses nm and eV."""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici

pi = np.pi
BULK = 1 / (3 * pi**2)
D_WALL = 3 * pi / 8


def density_formula(u):
    """Closed-form n/n0; the small-u series avoids cancellation."""
    u = np.asarray(u, dtype=float)
    safe = np.where(u < 1e-2, 1.0, u)
    full = 1 - 3 * (np.sin(safe) - safe * np.cos(safe)) / safe**3
    return np.where(u < 1e-2, u**2 / 10 - u**4 / 280, full)


def step_distance(b):
    """Neutral distance times kF for a finite step, b = kF/k0."""
    bracket = (2 * b**2 - 1) * np.arcsin(b) + b * np.sqrt(1 - b**2)
    return D_WALL - 3 * bracket / (4 * b**2)


def gauss(upper, count=400):
    nodes, weights = np.polynomial.legendre.leggauss(count)
    return upper * (nodes + 1) / 2, upper * weights / 2


x = np.linspace(0, 100, 8001)


def excess_density(k, w, n2, phase):
    """(n - n0)/n0 inside, from waves sin(kx + phase), by integration over k."""
    waves = np.cos(2 * np.outer(x, k) + 2 * phase)
    return -(waves @ (w * n2)) / (pi * BULK)


# In-plane state count on a large periodic square, at normal wavenumber 0.6
side = 2000.0
m = np.arange(-330, 331) * 2 * pi / side
inside = (m[:, None]**2 + m[None, :]**2) < 1 - 0.6**2
counted = 2 * inside.sum() / side**2
assert abs(counted / ((1 - 0.6**2) / (2 * pi)) - 1) < 1e-3

# Hard-wall density by direct integration over k
k, w = gauss(1.0)
n2 = (1 - k**2) / (2 * pi)
excess = excess_density(k, w, n2, 0.0)
assert np.max(np.abs(1 + excess - density_formula(2 * x))) < 1e-9

# The same density from an explicit sum over the levels of a wide slab
width = 2000.3
levels = np.arange(1, int(width / pi) + 1) * pi / width
for point in (0.3, 1.2, 2.9, 6.0):
    terms = (1 - levels**2) / (2 * pi) * np.sin(levels * point)**2
    slab_density = 2 / width * terms.sum() / BULK
    assert abs(slab_density - density_formula(2 * point)) < 1e-5

# Behaviour close to the wall and far inside
near = 1 + excess[4]
assert abs(near / (0.4 * x[4]**2) - 1) < 2e-3
far = x > 20
u_far = 2 * x[far]
assert np.all(np.abs(excess[far] - 3*np.cos(u_far)/u_far**2) < 3.01/u_far**3)

# Missing charge up to a finite depth, then the total
cut = 280
U = 2 * x[cut]
partial = 0.5 * (sici(U)[0] - (np.sin(U) - U * np.cos(U)) / U**2)
assert abs(-simpson(excess[:cut + 1], x=x[:cut + 1]) - 1.5 * partial) < 1e-7
d_direct = -simpson(excess, x=x)
assert abs(d_direct - D_WALL) < 1e-4  # oscillating remainder beyond the grid

# Slab electron count: background narrower than the slab by 2 d
for width in (300.0, 1000.7, 5000.2):
    levels = np.arange(1, int(width / pi) + 1) * pi / width
    electrons = ((1 - levels**2) / (2 * pi)).sum()
    assert abs(width - electrons / BULK - 2 * D_WALL) < pi / width

# Worked example: rough typical values for aluminium facing vacuum
n_cm3 = 1.8e23
electrons_per_atom = 3
work_function = 4.2
temperature = 350.0
n_m3 = n_cm3 * 1e6
kF_m = (3 * pi**2 * n_m3)**(1 / 3)
kF = kF_m * 1e-9
EF = (const.hbar * kF_m)**2 / (2 * const.m_e) / const.e
d_nm = D_WALL / kF
b_real = np.sqrt(EF / (EF + work_function))

# Finite step: real-space charge inside plus the tail outside
for b in (0.3, 0.6, b_real):
    k0 = 1 / b
    kappa = np.sqrt(k0**2 - k**2)
    phase = np.arctan2(k, kappa)
    inner = simpson(excess_density(k, w, n2, phase), x=x)
    decay = np.exp(-2 * np.outer(x, kappa))
    tail_density = 2 / pi * (decay @ (w * n2 * np.sin(phase)**2)) / BULK
    found = -inner - simpson(tail_density, x=x)
    assert abs(found - step_distance(b)) < 1e-4
b_high = 0.05
assert abs(step_distance(b_high) - (D_WALL - b_high)) < b_high**3 / 5

# Warm electron gas at fixed bulk density, kT = 0.05 EF
t = 0.05
kw, ww = gauss(2.5)


def warm_n2(mu):
    return t * np.logaddexp(0, (mu - kw**2) / t) / (2 * pi)


mu = brentq(lambda v: (ww @ warm_n2(v)) / pi - BULK, 0.8, 1.2, xtol=1e-13)
d_warm = -simpson(excess_density(kw, ww, warm_n2(mu), 0.0), x=x)
assert abs(d_warm / D_WALL - 1 + pi**2 / 12 * t**2) < 5e-5

# First moment of the neutral charge profile (remainder below 0.75/4000)
u = np.linspace(0, 4000, 400001)
moment_direct = simpson(u * (density_formula(u) - 1), x=u) / 4 + D_WALL**2 / 2
moment = 9 * pi**2 / 128 - 0.75
assert abs(moment_direct - moment) < 3e-4

# Derived quantities of the example
peak = minimize_scalar(lambda v: -float(density_formula(v)),
                       bounds=(4, 7), method="bounded")
peak_x = peak.x / 2
assert abs(peak_x - x[np.argmax(excess)]) < 0.02
sheet = kF**2 / (8 * pi)
sheet_SI = sheet * 1e18 * const.e
field = sheet_SI / const.epsilon_0 * 1e-8
dipole_step = -moment * const.e * n_m3 / (const.epsilon_0 * kF_m**2)
kT = const.k * temperature / const.e
thermal_shift = -pi**2 / 12 * (kT / EF)**2
spacing = (electrons_per_atom / n_m3)**(1 / 3) * 1e9
d_real = step_distance(b_real) / kF

print("TESTS (lengths in units of 1/kF)")
print(f"d from real-space integration     = {d_direct:.5f}")
print(f"d from 3 pi/8                     = {D_WALL:.5f}")
print(f"relative d shift at kT = 0.05 EF  = {d_warm / D_WALL - 1:.5f}")
print(f"dipole moment coefficient, direct = {moment_direct:.4f}")
print(f"dipole moment coefficient, formula= {moment:.4f}")
print("INPUTS (rough values, aluminium facing vacuum)")
print(f"electron density                  = {n_cm3:.2e} cm^-3")
print(f"free electrons per atom           = {electrons_per_atom}")
print(f"work function                     = {work_function:.1f} eV")
print(f"temperature of use                = {temperature:.0f} K")
print("HARD-WALL RESULTS")
print(f"Fermi wavenumber kF               = {kF:.3f} nm^-1")
print(f"Fermi energy EF                   = {EF:.2f} eV")
print(f"wall to background edge d         = {d_nm:.4f} nm")
print(f"the same d                        = {d_nm * 10:.3f} angstrom")
print(f"n/n0 at the background edge       = {density_formula(2*D_WALL):.4f}")
print(f"first density maximum at x        = {peak_x / kF:.4f} nm")
print(f"n/n0 at the first maximum         = {-peak.fun:.4f}")
for pos in (0.02, 0.05, 0.10, 0.20, 0.30):
    print(f"n/n0 at x = {pos:.2f} nm              = "
          f"{density_formula(2 * kF * pos):.4f}")
print("IF THE BACKGROUND REACHED THE WALL")
print(f"missing electrons per area        = {sheet:.2f} nm^-2")
print(f"surface charge                    = {sheet_SI * 100:.1f} uC/cm2")
print(f"field outside (bulk field zero)   = {field:.0f} MV/cm")
print("NEGLECTED EFFECTS")
print(f"kF/k0 for the real work function  = {b_real:.4f}")
print(f"d for the real work function      = {d_real:.4f} nm")
print(f"hard-wall d / finite-step d       = {d_nm / d_real:.2f}")
for factor in (10, 100, 1000):
    barrier = factor * work_function
    b = np.sqrt(EF / (EF + barrier))
    print(f"d for barrier {barrier:6.0f} eV above EF  = "
          f"{step_distance(b) / kF:.4f} nm")
print(f"electrostatic step not fed back   = {dipole_step:.3f} eV")
print(f"electrostatic step / EF           = {dipole_step / EF:.4f}")
print(f"thermal energy kT                 = {kT:.4f} eV")
print(f"relative thermal shift of d       = {thermal_shift:.2e}")
print(f"atomic spacing (atom density^-1/3)= {spacing:.3f} nm")
print(f"atomic spacing / hard-wall d      = {spacing / d_nm:.2f}")
print("OK")
```

Output:

```
TESTS (lengths in units of 1/kF)
d from real-space integration     = 1.17813
d from 3 pi/8                     = 1.17810
relative d shift at kT = 0.05 EF  = -0.00206
dipole moment coefficient, direct = -0.0562
dipole moment coefficient, formula= -0.0560
INPUTS (rough values, aluminium facing vacuum)
electron density                  = 1.80e+23 cm^-3
free electrons per atom           = 3
work function                     = 4.2 eV
temperature of use                = 350 K
HARD-WALL RESULTS
Fermi wavenumber kF               = 17.468 nm^-1
Fermi energy EF                   = 11.62 eV
wall to background edge d         = 0.0674 nm
the same d                        = 0.674 angstrom
n/n0 at the background edge       = 0.4557
first density maximum at x        = 0.1650 nm
n/n0 at the first maximum         = 1.0862
n/n0 at x = 0.02 nm              = 0.0480
n/n0 at x = 0.05 nm              = 0.2737
n/n0 at x = 0.10 nm              = 0.7935
n/n0 at x = 0.20 nm              = 1.0412
n/n0 at x = 0.30 nm              = 0.9888
IF THE BACKGROUND REACHED THE WALL
missing electrons per area        = 12.14 nm^-2
surface charge                    = 194.5 uC/cm2
field outside (bulk field zero)   = 2197 MV/cm
NEGLECTED EFFECTS
kF/k0 for the real work function  = 0.8571
d for the real work function      = 0.0134 nm
hard-wall d / finite-step d       = 5.03
d for barrier     42 eV above EF  = 0.0402 nm
d for barrier    420 eV above EF  = 0.0580 nm
d for barrier   4200 eV above EF  = 0.0644 nm
electrostatic step not fed back   = 0.598 eV
electrostatic step / EF           = 0.0515
thermal energy kT                 = 0.0302 eV
relative thermal shift of d       = -5.54e-06
atomic spacing (atom density^-1/3)= 0.255 nm
atomic spacing / hard-wall d      = 3.79
OK
```
